# Misfit of rotated and aligned MoS2 supercells on graphene: verification in Python

```python
# Result under test: hexagonal MoS2 (a_M = 0.316 nm) on graphene (a_G = 0.246 nm).
# A root-13 MoS2 cell on a root-21 graphene cell has misfit 1.1 percent;
# the aligned 4x4 on 5x5 cell has 2.8 percent.
# Misfit f = L_M / L_G - 1, with L_M, L_G the unstrained supercell edges.
# A supercell edge is m*a1 + n*a2 (a1, a2 at 60 degrees); it holds
# N = m^2 + m*n + n^2 primitive cells. Twist = direction(MoS2) - direction(graphene).
# Elastic energy of a layer per area under equal biaxial strain e: B*e^2, B = Y/(1-nu).
import numpy as np
from scipy.constants import e as charge
from scipy.linalg import polar
from scipy.optimize import brentq, minimize_scalar

a_M, a_G = 0.316, 0.246                       # nm
BASIS = np.array([[1.0, 0.5], [0.0, np.sqrt(3) / 2]])   # columns a1, a2


def norm(m, n):
    return m * m + m * n + n * n


def direction(m, n):
    return np.arctan2(np.sqrt(3) * n, 2 * m + n)


def misfit(N_M, N_G, aM=a_M, aG=a_G):
    return aM / aG * np.sqrt(N_M / N_G) - 1


def rotation(t):
    return np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])


def supercell(m, n, a):
    """Columns: edge vector and the same vector turned by 60 degrees."""
    first = a * BASIS @ np.array([m, n])
    return np.column_stack([first, rotation(np.pi / 3) @ first])


def integer_grid(k):
    i, j = np.meshgrid(np.arange(-k, k + 1), np.arange(-k, k + 1))
    return np.vstack([i.ravel(), j.ravel()])


def count_points(cell, a):
    """Count lattice points in the half-open supercell."""
    frac = np.linalg.solve(cell, a * BASIS @ integer_grid(12))
    return int(np.sum(np.all((frac > -1e-9) & (frac < 1 - 1e-9), axis=0)))


cases = {"rotated A": ((3, 1), (4, 1)),
         "rotated B": ((3, 1), (5, -1)),
         "aligned": ((4, 0), (5, 0))}
result = {}
for name, (vM, vG) in cases.items():
    N_M, N_G = norm(*vM), norm(*vG)
    cell_M, cell_G = supercell(*vM, a_M), supercell(*vG, a_G)
    partner = a_M * BASIS @ np.array([-vM[1], vM[0] + vM[1]])
    assert np.allclose(partner, cell_M[:, 1], atol=1e-12)
    assert count_points(cell_M, a_M) == N_M
    assert count_points(cell_G, a_G) == N_G
    f = misfit(N_M, N_G)
    twist = direction(*vM) - direction(*vG)
    # Map between the cells: rotation part and stretch part from polar decomposition
    R, S = polar(cell_M @ np.linalg.inv(cell_G))
    assert np.allclose(S, (1 + f) * np.eye(2), atol=1e-12)
    assert abs(np.arctan2(R[1, 0], R[0, 0]) - twist) < 1e-12
    # Shortest common vector of MoS2 and the twisted, stretched graphene lattice
    points = a_M * BASIS @ integer_grid(8)
    graphene = rotation(twist) @ (a_G * BASIS)
    coords = np.linalg.solve((1 + f) * graphene, points)
    common = np.all(np.abs(coords - np.round(coords)) < 1e-8, axis=0)
    lengths = np.linalg.norm(points[:, common], axis=0)
    L_M = np.linalg.norm(cell_M[:, 0])
    L_G = np.linalg.norm(cell_G[:, 0])
    assert abs(np.min(lengths[lengths > 1e-9]) - L_M) < 1e-10
    # Unstrained layers: distance from the MoS2 corner to the nearest graphene point
    distance = np.linalg.norm(graphene @ integer_grid(10) - cell_M[:, :1], axis=0)
    gap = np.min(distance)
    assert abs(gap - f * L_G) < 1e-10
    result[name] = dict(N_M=N_M, N_G=N_G, L_M=L_M, L_G=L_G, f=f, gap=gap,
                        twist=np.degrees(twist), atoms=3 * N_M + 2 * N_G)

rot, ali = result["rotated A"], result["aligned"]
assert round(100 * rot["f"], 1) == 1.1 and round(100 * ali["f"], 1) == 2.8

# All twists of the 13/21 pair, reduced by 60-degree turns and mirror images
pairs = [(m, n) for m in range(-6, 7) for n in range(-6, 7)]
twists = set()
for vM in pairs:
    for vG in pairs:
        if norm(*vM) == 13 and norm(*vG) == 21:
            t = np.degrees(direction(*vM) - direction(*vG)) % 60
            twists.add(round(min(t, 60 - t), 6))
expected = sorted([rot["twist"], result["rotated B"]["twist"]])
assert len(twists) == 2 and np.allclose(sorted(twists), expected, atol=1e-5)

# Competing hexagonal cells, ordered by misfit or by size
sizes = sorted({norm(m, n) for m in range(13) for n in range(13)} - {0})
sizes = [s for s in sizes if s <= 144]
table = [(abs(misfit(p, q)), 3 * p + 2 * q, p, q) for p in sizes for q in sizes]
small = sorted(row for row in table if row[1] <= ali["atoms"])
assert small[0][2:] == (13, 21)
second = next(row for row in small if row[2:] != (13, 21))
better = min((row for row in table if row[0] < rot["f"] - 1e-12),
             key=lambda row: row[1])
aligned_better = min(((3 * p * p + 2 * q * q, p, q)
                      for p in range(1, 13) for q in range(1, 17)
                      if abs(misfit(p * p, q * q)) < ali["f"] - 1e-12))
f_aligned_better = misfit(aligned_better[1] ** 2, aligned_better[2] ** 2)

# Lattice-constant ratio at which the two cells would match equally well
ratio = a_M / a_G
critical = 2 / (0.8 + np.sqrt(13 / 21))
root = brentq(lambda r: abs(misfit(13, 21, r, 1)) - abs(misfit(16, 25, r, 1)),
              1.252, 1.269)
assert abs(root - critical) < 1e-9 and ratio > critical
for dM in (-0.001, 0.001):
    for dG in (-0.001, 0.001):
        pair = (a_M + dM, a_G + dG)
        assert abs(misfit(13, 21, *pair)) < abs(misfit(16, 25, *pair))

# Elastic cost of a common edge; rough typical stiffnesses in N/m
Y_M, nu_M, Y_G, nu_G = 130.0, 0.25, 340.0, 0.2
B_M, B_G = Y_M / (1 - nu_M), Y_G / (1 - nu_G)
to_eV = 1e-18 / charge                         # (N/m) nm^2 to eV


def layer_energy(L, L0, Y, nu):
    C = Y / (1 - nu**2) * np.array([[1, nu, 0], [nu, 1, 0], [0, 0, (1 - nu) / 2]])
    strain = np.array([L / L0 - 1, L / L0 - 1, 0])
    return np.sqrt(3) / 2 * L0**2 * 0.5 * strain @ C @ strain * to_eV


for case in (rot, ali):
    LM, LG = case["L_M"], case["L_G"]
    fit = minimize_scalar(lambda L: layer_energy(L, LM, Y_M, nu_M)
                          + layer_energy(L, LG, Y_G, nu_G),
                          bounds=(LG, LM), method="bounded",
                          options={"xatol": 1e-10})
    formula = np.sqrt(3) / 2 * B_M * B_G / (B_M + B_G) * (LM - LG)**2 * to_eV
    L_best = (B_M * LM + B_G * LG) / (B_M + B_G)
    assert abs(fit.fun / formula - 1) < 1e-7 and abs(fit.x - L_best) < 1e-6
    case.update(energy=formula, L_best=L_best,
                e_M=L_best / LM - 1, e_G=L_best / LG - 1)

# Sizes of neglected effects, from rough typical inputs
delta_a, heating = 0.001, 300.0                # nm, K
alpha_M, alpha_G = 5e-6, -5e-6                 # 1/K
gap_slope = 0.1                                # eV per percent biaxial strain

print(f"a(MoS2) = {a_M:.3f} nm, a(graphene) = {a_G:.3f} nm")
print(f"ratio a_M/a_G = {ratio:.5f}")
for name, c in result.items():
    print(f"[{name}] MoS2 cells {c['N_M']}, graphene cells {c['N_G']}")
    print(f"  twist = {c['twist']:.3f} deg, atoms = {c['atoms']}")
    print(f"  L_M = {c['L_M']:.4f} nm, L_G = {c['L_G']:.4f} nm")
    print(f"  unstrained corner gap = {c['gap']:.4f} nm")
    print(f"  misfit (graphene reference) = {100*c['f']:.3f} percent")
    print(f"  misfit (MoS2 reference) = {100*(1-c['L_G']/c['L_M']):.3f} percent")
print(f"direction of (3,1) = {np.degrees(direction(3, 1)):.3f} deg")
print(f"direction of (4,1) = {np.degrees(direction(4, 1)):.3f} deg")
print(f"difference of misfits = {100*(ali['f']-rot['f']):.3f} percent")
print(f"critical ratio a_M/a_G = {critical:.5f}")
print(f"second best up to {ali['atoms']} atoms: N = {second[2]}/{second[3]}")
print(f"  |misfit| = {100*second[0]:.3f} percent, atoms = {second[1]}")
print(f"smallest cell beating 13/21: N = {better[2]}/{better[3]}")
print(f"  |misfit| = {100*better[0]:.3f} percent, atoms = {better[1]}")
print(f"smallest aligned cell beating 4/5: {aligned_better[1]}/{aligned_better[2]}")
print(f"  misfit = {100*f_aligned_better:.3f} percent, atoms = {aligned_better[0]}")
print(f"rough Y, nu: MoS2 {Y_M:.0f} N/m, {nu_M}; graphene {Y_G:.0f} N/m, {nu_G}")
print(f"B(MoS2) = {B_M:.1f} N/m, B(graphene) = {B_G:.1f} N/m")
for label, c in (("rotated", rot), ("aligned", ali)):
    hot = misfit(c["N_M"], c["N_G"], a_M * (1 + alpha_M * heating),
                 a_G * (1 + alpha_G * heating)) - c["f"]
    err = misfit(c["N_M"], c["N_G"], a_M + delta_a, a_G) - c["f"]
    shift = gap_slope * 100 * (1 - c["L_G"] / c["L_M"])
    print(f"[{label}] best common edge = {c['L_best']:.4f} nm")
    print(f"  strain: MoS2 {100*c['e_M']:.2f}, graphene {100*c['e_G']:.2f} percent")
    print(f"  strain energy = {c['energy']:.3f} eV per cell")
    print(f"  misfit change, a_M + {delta_a} nm: {100*err:.2f} percent")
    print(f"  misfit change, heating {heating:.0f} K: {100*hot:.2f} percent")
    print(f"  gap shift if MoS2 takes all strain: about {shift:.1f} eV")
print(f"strain energy ratio aligned/rotated = {ali['energy']/rot['energy']:.2f}")
print(f"rough expansion: MoS2 {alpha_M:.0e}, graphene {alpha_G:.0e} per K")
print(f"rough gap slope = {gap_slope} eV per percent strain")
print("all good")
```

Output:

```
a(MoS2) = 0.316 nm, a(graphene) = 0.246 nm
ratio a_M/a_G = 1.28455
[rotated A] MoS2 cells 13, graphene cells 21
  twist = 3.004 deg, atoms = 81
  L_M = 1.1394 nm, L_G = 1.1273 nm
  unstrained corner gap = 0.0120 nm
  misfit (graphene reference) = 1.068 percent
  misfit (MoS2 reference) = 1.057 percent
[rotated B] MoS2 cells 13, graphene cells 21
  twist = 24.791 deg, atoms = 81
  L_M = 1.1394 nm, L_G = 1.1273 nm
  unstrained corner gap = 0.0120 nm
  misfit (graphene reference) = 1.068 percent
  misfit (MoS2 reference) = 1.057 percent
[aligned] MoS2 cells 16, graphene cells 25
  twist = 0.000 deg, atoms = 98
  L_M = 1.2640 nm, L_G = 1.2300 nm
  unstrained corner gap = 0.0340 nm
  misfit (graphene reference) = 2.764 percent
  misfit (MoS2 reference) = 2.690 percent
direction of (3,1) = 13.898 deg
direction of (4,1) = 10.893 deg
difference of misfits = 1.696 percent
critical ratio a_M/a_G = 1.26040
second best up to 98 atoms: N = 7/12
  |misfit| = 1.891 percent, atoms = 45
smallest cell beating 13/21: N = 19/31
  |misfit| = 0.565 percent, atoms = 119
smallest aligned cell beating 4/5: 7/9
  misfit = -0.090 percent, atoms = 309
rough Y, nu: MoS2 130 N/m, 0.25; graphene 340 N/m, 0.2
B(MoS2) = 173.3 N/m, B(graphene) = 425.0 N/m
[rotated] best common edge = 1.1308 nm
  strain: MoS2 -0.75, graphene 0.31 percent
  strain energy = 0.096 eV per cell
  misfit change, a_M + 0.001 nm: 0.32 percent
  misfit change, heating 300 K: 0.30 percent
  gap shift if MoS2 takes all strain: about 0.1 eV
[aligned] best common edge = 1.2398 nm
  strain: MoS2 -1.91, graphene 0.80 percent
  strain energy = 0.769 eV per cell
  misfit change, a_M + 0.001 nm: 0.33 percent
  misfit change, heating 300 K: 0.31 percent
  gap shift if MoS2 takes all strain: about 0.3 eV
strain energy ratio aligned/rotated = 7.97
rough expansion: MoS2 5e-06, graphene -5e-06 per K
rough gap slope = 0.1 eV per percent strain
all good
```
